# Phosphorus hyperfine coupling in silicon and the Kohn–Luttinger contact density: verification in Python

```python
# Result under test: the contact hyperfine constant A of a phosphorus donor in Si gives
#   density(0) = 3 A / (2 mu0 g_e muB g_n muN),
# whereas Kohn-Luttinger theory gives 6 * eta * F(0)^2, which is far smaller.
# eta: Bloch density at a Si nucleus / cell average; F: one-valley envelope.
# a, b: transverse and longitudinal envelope radii (nm); energies in meV.
# nu: sqrt(effective-mass binding / observed binding), for the central-cell tail.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize, brentq
from scipy.special import eval_genlaguerre, eval_legendre, roots_laguerre
from pyscf import gto, scf

pc = sc.physical_constants
g_e = abs(pc['electron g factor'][0])
g_p = pc['proton g factor'][0]
mu_B = pc['Bohr magneton'][0]
mu_N = pc['nuclear magneton'][0]
a0 = pc['Bohr radius'][0]
hartree_meV = pc['Hartree energy in eV'][0] * 1e3

# Inputs: given hyperfine constant, nuclear g factor, and rough silicon parameters
A_MHz, g_n = 117.5, 2.2632
m_t, m_l, eps, eta = 0.19, 0.92, 11.4, 180.0
lattice, valley, E_obs, eps_warm = 0.543, 0.85, 45.0, 11.9


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


# ---- Contact field from the bound currents of a spherical magnetization ----
def magnetization(x, y, z):
    return np.exp(-2 * np.sqrt(x*x + y*y + z*z))


r, wr = gauss(0, 14, 80)
c, wc = gauss(-1, 1, 16)
phi = 2 * np.pi * np.arange(8) / 8
R, C, PHI = np.meshgrid(r, c, phi, indexing='ij')
W = wr[:, None, None] * wc[None, :, None] * (2*np.pi/8) * R**2
S = np.sqrt(1 - C**2)
X, Y, Z = R*S*np.cos(PHI), R*S*np.sin(PHI), R*C
d = 1e-5
J_x = (magnetization(X, Y+d, Z) - magnetization(X, Y-d, Z)) / (2*d)
J_y = -(magnetization(X+d, Y, Z) - magnetization(X-d, Y, Z)) / (2*d)
field_ratio = np.sum(W * (J_x*(-Y) - J_y*(-X)) / R**3) / (4*np.pi)
assert abs(field_ratio - 2/3) < 1e-4


# ---- Hyperfine formula, its scale, and the resonance line separation ----
def hyperfine_Hz(density_m3, g_nuc):
    return 2/3 * sc.mu_0 * g_e * mu_B * g_nuc * mu_N * density_m3 / sc.h


hydrogen_MHz = hyperfine_Hz(1/(np.pi*a0**3), g_p) / 1e6
assert abs(hydrogen_MHz/1400 - 1) < 0.03      # rough known size of the hydrogen line
n_exp = 3*sc.h*A_MHz*1e6 / (2*sc.mu_0*g_e*mu_B*g_n*mu_N) * 1e-6   # cm^-3

sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
one = np.eye(2)
B_test = 0.35
H_spin = A_MHz * sum(np.kron(s, s) for s in (sx, sy, sz))
H_spin = H_spin + g_e*mu_B*B_test/sc.h/1e6 * np.kron(sz, one)
H_spin = H_spin - g_n*mu_N*B_test/sc.h/1e6 * np.kron(one, sz)
levels, states = np.linalg.eigh(H_spin)
strength = abs(states.conj().T @ np.kron(sx, one) @ states)**2
pairs = sorted(((strength[i, j], levels[j]-levels[i])
                for i in range(4) for j in range(i+1, 4)), reverse=True)
assert abs(abs(pairs[0][1] - pairs[1][1]) - A_MHz) < 1e-5
split_mT = A_MHz*1e6*sc.h/(g_e*mu_B)*1e3

# ---- Kohn-Luttinger variational envelope ----
kin = sc.hbar**2/(2*sc.m_e)/sc.e * 1e3 * 1e18        # meV nm^2
coul = sc.e/(4*np.pi*sc.epsilon_0) * 1e3 * 1e9      # meV nm


def envelope_energy(a, b, diel):
    root = np.sqrt(a*a - b*b)
    return (kin*(2/(3*m_t*a*a) + 1/(3*m_l*b*b))
            - coul/diel*np.arcsin(root/a)/root)


def best_envelope(diel):
    def target(p):
        if p[0] <= 0 or not 0.05 < p[1] < 0.999:
            return 1e6
        return envelope_energy(p[0], p[0]*p[1], diel)
    fit = minimize(target, [2.4, 0.57], method='Nelder-Mead',
                   options={'xatol': 1e-8, 'fatol': 1e-10, 'maxiter': 2000})
    assert fit.success
    a = fit.x[0]
    b = a*fit.x[1]
    return a, b, -fit.fun, 1/(np.pi*a*a*b)


a, b, E_var, F2_var = best_envelope(eps)             # F2 in nm^-3


def envelope(rho, z):
    return np.sqrt(F2_var)*np.exp(-np.sqrt(rho**2/a**2 + z**2/b**2))


r, wr = gauss(0, 45, 350)
c, wc = gauss(0, 1, 90)
R, C = np.meshgrid(r, c, indexing='ij')
W = 4*np.pi*wr[:, None]*wc[None, :]*R**2
rho, Z = R*np.sqrt(1-C**2), R*C
F = envelope(rho, Z)
dF_rho = (envelope(rho+d, Z)-envelope(rho-d, Z))/(2*d)
dF_z = (envelope(rho, Z+d)-envelope(rho, Z-d))/(2*d)
E_direct = np.sum(W*(kin*(dF_rho**2/m_t + dF_z**2/m_l) - coul/eps*F**2/R))
assert abs(np.sum(W*F**2) - 1) < 1e-5
assert abs(E_direct + E_var) < 1e-3*E_var

# Smallest reciprocal-space distance between opposite valleys, modulo a lattice vector
q_opp = (2 - 2*valley)*2*np.pi/lattice
overlap = (1 + (q_opp*b/2)**2)**-2
assert abs(np.sum(W*F**2*np.cos(q_opp*Z)) - overlap) < 1e-5
assert overlap < 0.1


# ---- Converged anisotropic Coulomb problem, in coordinates with isotropic mass ----
def coulomb_basis(gamma, n_rad, l_max, lam=2.6):
    x, w = roots_laguerre(50)
    n = np.arange(n_rad)
    norm = np.sqrt(lam**3/((n+1)*(n+2)))
    L = np.array([eval_genlaguerre(k, 2, x) for k in n])
    dL = np.array([-eval_genlaguerre(k-1, 3, x) if k else 0*x for k in n])
    P = norm[:, None]*L
    D = lam*norm[:, None]*(dL - L/2)
    rad, w = x/lam, w/lam
    K_rad = (D*w*rad**2) @ D.T/2
    K_ang = (P*w) @ P.T/2
    inv_r = (P*w*rad) @ P.T
    ls = np.arange(0, l_max+1, 2)
    u, wu = gauss(-1, 1, 120)
    Y_l = np.array([np.sqrt((2*l+1)/2)*eval_legendre(l, u) for l in ls])
    V = (Y_l*wu/np.sqrt(1-u*u+gamma*u*u)) @ Y_l.T
    H = (np.kron(np.eye(len(ls)), K_rad) + np.kron(np.diag(ls*(ls+1)), K_ang)
         - np.kron(V, inv_r))
    energy, vec = eigh(H, subset_by_index=[0, 0])
    amplitude = np.sum(vec[:n_rad, 0]*norm*(n+1)*(n+2)/2)
    return energy[0], amplitude**2/(4*np.pi)


e_iso, f_iso = coulomb_basis(1.0, 18, 4)
assert abs(e_iso+0.5) < 1e-5 and abs(f_iso*np.pi-1) < 1e-4
gamma_m = m_t/m_l
e_small, f_small = coulomb_basis(gamma_m, 13, 8)
e_big, f_big = coulomb_basis(gamma_m, 19, 12)
radius_t = a0*1e9*eps/m_t
E_emt = -e_big*hartree_meV*m_t/eps**2
F2_emt = f_big/(np.sqrt(gamma_m)*radius_t**3)
basis_shift_E = abs(e_big/e_small-1)*100
basis_shift_F = abs(f_big/f_small-1)*100
assert basis_shift_E < 0.5 and basis_shift_F < 3
assert E_emt >= E_var and E_emt/E_var < 1.1

# ---- Contact density of the theory and its shortfall ----
n_KL = 6*eta*F2_var*1e21
n_emt = 6*eta*F2_emt*1e21
A_KL = hyperfine_Hz(n_KL*1e6, g_n)/1e6
shortfall = n_exp/n_KL
assert shortfall > 3
F2_warm = best_envelope(eps_warm)[3]

# Uniform Coulomb shrinking to the observed binding
shrink = (E_obs/E_var)**1.5
eps_shrunk = brentq(lambda q: best_envelope(q)[2]-E_obs, 6, eps)
assert abs(best_envelope(eps_shrunk)[3]/F2_var/shrink-1) < 1e-3
assert shrink < shortfall/2

# ---- Central-cell tail, with lengths in the isotropic radius a_iso ----
a_iso = coul/(2*eps*E_emt)
nu = np.sqrt(E_emt/E_obs)


def tail_squared(x):
    return float(mp.re(mp.whitw(nu, 0.5, 2*x/nu)))**2


def tail_norm(lo):
    return (quad(tail_squared, lo, 2, epsrel=1e-6)[0]
            + quad(tail_squared, 2, 16, epsrel=1e-6)[0])


norm_all = tail_norm(1e-8)


def enhancement(radius_nm):
    x = radius_nm/a_iso
    return tail_squared(x)/norm_all/(4*x*x*np.exp(-2*x))


atom_volume = lattice**3/8
r_ws = (3*atom_volume/(4*np.pi))**(1/3)
bond = np.sqrt(3)*lattice/4
step = 0.004
grid = step*np.arange(1, 4001)


def well_state(depth):
    diag = 2/step**2 - 2/grid - depth*(grid < r_ws/a_iso)
    e, u = eigh_tridiagonal(diag, -np.ones(len(grid)-1)/step**2,
                            select='i', select_range=(0, 0))
    return e[0], u[:, 0]


depth = brentq(lambda v: well_state(v)[0]+1/nu**2, 0, 800, xtol=1e-7)
u_well = well_state(depth)[1]
k = np.searchsorted(grid, r_ws/a_iso)+1
outer_fd = u_well[k]**2/(step*(np.sum(u_well[k:]**2)-u_well[k]**2/2))
outer_tail = tail_squared(grid[k])/tail_norm(grid[k])
assert abs(outer_fd/outer_tail-1) < 0.01
inner_percent = (1-tail_norm(r_ws/a_iso)/norm_all)*100
assert inner_percent < 5
gain = enhancement(r_ws)
assert gain > shrink

# ---- Relativistic size: Dirac 1s contact integral relative to its Schroedinger limit ----
za = 15*sc.alpha
gam = np.sqrt(1-za**2)
small = (1-gam)/za
top = quad(lambda s: small*s**(2*gam-2)*np.exp(-2*s), 0, 40, limit=200)[0]
bottom = quad(lambda s: (1+small**2)*s**(2*gam)*np.exp(-2*s), 0, 40)[0]
rel = top/bottom/za
assert abs(rel-1/(gam*(2*gam-1))) < 1e-5


# ---- Free-atom 3s densities at the nucleus, in a0^-3 ----
def atom_3s(symbol, spin, ratio, largest):
    ns = int(np.ceil(np.log(largest/0.05)/np.log(ratio)))+1
    n_p = int(np.ceil(np.log(3000/0.04)/np.log(ratio)))+1
    basis = [[0, [float(0.05*ratio**i), 1.0]] for i in range(ns)]
    basis += [[1, [float(0.04*ratio**i), 1.0]] for i in range(n_p)]
    mol = gto.M(atom=symbol+' 0 0 0', basis={symbol: basis}, spin=spin, verbose=0)
    mf = scf.ROHF(mol)
    mf.chkfile = None
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    closed = np.where(np.asarray(mf.mo_occ) > 1.5)[0]
    orbital = closed[np.argmax(np.asarray(mf.mo_energy)[closed])]
    ao = mol.eval_gto('GTOval_sph', np.zeros((1, 3)))[0]
    h_one = mol.intor('int1e_kin')+mol.intor('int1e_nuc')
    one_vec = eigh(h_one, mol.intor('int1e_ovlp'))[1][:, 0]
    charge = mol.atom_charge(0)
    assert abs((ao @ one_vec)**2*np.pi/charge**3-1) < 0.01
    return (ao @ np.asarray(mf.mo_coeff)[:, orbital])**2


P_low, P_high = atom_3s('P', 3, 2.6, 1e7), atom_3s('P', 3, 2.1, 1e8)
Si_low, Si_high = atom_3s('Si', 2, 2.6, 1e7), atom_3s('Si', 2, 2.1, 1e8)
shift_P, shift_Si = abs(P_high/P_low-1)*100, abs(Si_high/Si_low-1)*100
assert shift_P < 2 and shift_Si < 2
to_cm3 = 1/(a0*100)**3
s_weight = eta/(atom_volume*1e-21*Si_high*to_cm3)
assert 0 < s_weight < 1
core_ratio = P_high/Si_high


def show(label, value, unit='', fmt='.4g'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


show('Input A/h', A_MHz, 'MHz')
show('Input P-31 nuclear g factor', g_n, '', '.5g')
show('Free-electron g factor', g_e, '', '.6g')
show('Rough transverse mass', m_t, 'm0')
show('Rough longitudinal mass', m_l, 'm0')
show('Rough dielectric constant', eps)
show('Rough bunching factor eta', eta)
show('Rough lattice constant', lattice, 'nm')
show('Rough valley position / Gamma-X', valley)
show('Rough observed binding', E_obs, 'meV')
show('Contact field / (mu0 M(0)), quadrature', field_ratio, '', '.6f')
show('Hydrogen A/h from contact formula', hydrogen_MHz, 'MHz', '.1f')
show('Resonance line separation', split_mT, 'mT', '.3f')
show('Density from measured A', n_exp, 'cm^-3', '.4e')
show('Same density', n_exp*1e6, 'm^-3', '.4e')
show('Envelope radius a', a, 'nm', '.3f')
show('Envelope radius b', b, 'nm', '.3f')
show('Variational binding', E_var, 'meV', '.2f')
show('Converged effective-mass binding', E_emt, 'meV', '.2f')
show('Basis shift of binding', basis_shift_E, '%', '.3f')
show('Variational F(0)^2', F2_var*1e21, 'cm^-3', '.3e')
show('Converged F(0)^2', F2_emt*1e21, 'cm^-3', '.3e')
show('Basis shift of F(0)^2', basis_shift_F, '%', '.3f')
show('Six-valley density without bunching', 6*F2_var*1e21, 'cm^-3', '.3e')
show('Kohn-Luttinger density with bunching', n_KL, 'cm^-3', '.3e')
show('Kohn-Luttinger A/h', A_KL, 'MHz', '.2f')
show('Density shortfall factor', shortfall, '', '.2f')
show('Amplitude shortfall factor', np.sqrt(shortfall), '', '.2f')
show('Fraction of measured density obtained', 100/shortfall, '%', '.1f')
show('Shortfall with converged envelope', n_exp/n_emt, '', '.2f')
show('Gain from uniform shrinking', shrink, '', '.2f')
show('Isotropic radius a*', a_iso, 'nm', '.3f')
show('Central-cell nu', nu, '', '.4f')
show('Atomic-sphere radius', r_ws, 'nm', '.4f')
show('Tail gain at atomic-sphere radius', gain, '', '.2f')
show('Density with that gain', n_KL*gain, 'cm^-3', '.3e')
show('Half bond length', bond/2, 'nm', '.4f')
show('Tail gain at half bond length', enhancement(bond/2), '', '.2f')
show('Bond length', bond, 'nm', '.4f')
show('Tail gain at bond length', enhancement(bond), '', '.2f')
show('Tail weight inside atomic sphere', inner_percent, '%', '.2f')
show('Relativistic 1s contact factor, Z=15', rel, '', '.4f')
show('Measured density / this factor', n_exp/rel, 'cm^-3', '.4e')
show('Opposite-valley overlap bound', overlap*100, '%', '.2f')
show('Alternative dielectric constant', eps_warm)
show('Density change with it', (F2_warm/F2_var-1)*100, '%', '.1f')
show('P atom 3s density, ROHF', P_high*to_cm3, 'cm^-3', '.3e')
show('P basis shift', shift_P, '%', '.3f')
show('Si atom 3s density, ROHF', Si_high*to_cm3, 'cm^-3', '.3e')
show('Si basis shift', shift_Si, '%', '.3f')
show('P/Si 3s density ratio', core_ratio, '', '.3f')
show('Shortfall after P/Si core scaling', shortfall/core_ratio, '', '.2f')
show('P 3s weight matching measured density', n_exp/(P_high*to_cm3)*100, '%', '.2f')
show('Si 3s weight implied by eta', s_weight, '', '.3f')
show('Thermal energy at 4 K', sc.k*4/sc.e*1e3, 'meV', '.3f')
print('no test failed')
```

Running it gives:

```
Input A/h: 117.5 MHz
Input P-31 nuclear g factor: 2.2632
Free-electron g factor: 2.00232
Rough transverse mass: 0.19 m0
Rough longitudinal mass: 0.92 m0
Rough dielectric constant: 11.4
Rough bunching factor eta: 180
Rough lattice constant: 0.543 nm
Rough valley position / Gamma-X: 0.85
Rough observed binding: 45 meV
Contact field / (mu0 M(0)), quadrature: 0.666667
Hydrogen A/h from contact formula: 1422.8 MHz
Resonance line separation: 4.193 mT
Density from measured A: 4.3782e+23 cm^-3
Same density: 4.3782e+29 m^-3
Envelope radius a: 2.373 nm
Envelope radius b: 1.361 nm
Variational binding: 31.19 meV
Converged effective-mass binding: 31.23 meV
Basis shift of binding: 0.000 %
Variational F(0)^2: 4.152e+19 cm^-3
Converged F(0)^2: 4.096e+19 cm^-3
Basis shift of F(0)^2: 0.000 %
Six-valley density without bunching: 2.491e+20 cm^-3
Kohn-Luttinger density with bunching: 4.485e+22 cm^-3
Kohn-Luttinger A/h: 12.04 MHz
Density shortfall factor: 9.76
Amplitude shortfall factor: 3.12
Fraction of measured density obtained: 10.2 %
Shortfall with converged envelope: 9.90
Gain from uniform shrinking: 1.73
Isotropic radius a*: 2.022 nm
Central-cell nu: 0.8331
Atomic-sphere radius: 0.1684 nm
Tail gain at atomic-sphere radius: 8.19
Density with that gain: 3.672e+23 cm^-3
Half bond length: 0.1176 nm
Tail gain at half bond length: 12.16
Bond length: 0.2351 nm
Tail gain at bond length: 5.89
Tail weight inside atomic sphere: 0.98 %
Relativistic 1s contact factor, Z=15: 1.0183
Measured density / this factor: 4.2996e+23 cm^-3
Opposite-valley overlap bound: 2.31 %
Alternative dielectric constant: 11.9
Density change with it: -12.1 %
P atom 3s density, ROHF: 3.799e+25 cm^-3
P basis shift: 0.077 %
Si atom 3s density, ROHF: 2.573e+25 cm^-3
Si basis shift: 0.078 %
P/Si 3s density ratio: 1.477
Shortfall after P/Si core scaling: 6.61
P 3s weight matching measured density: 1.15 %
Si 3s weight implied by eta: 0.350
Thermal energy at 4 K: 0.345 meV
no test failed
```
